# Steady ion drift over two alternating barriers and its sign

An ion in a line of alternating barriers has forward hop rates of \(6.70\times10^{6}\) and \(1.82\times10^{6}\) per second, and backward rates of \(1.60\times10^{7}\) and \(1.78\times10^{5}\) per second. The forward rates add up to \(8.52\times10^{6}\) per second and the backward rates to \(1.62\times10^{7}\) per second, nearly twice as much. Yet the ion drifts forward, at \(1.89\times10^{5}\) nm/s. The sum of the rates is evidently the wrong quantity to compare. The right one is their product.

## Setting and theorem

A single ion moves on an infinite line of period \(L\). Each cell has a site A at position 0 and a site B at position \(b\), with \(0<b<L\); the next A is at \(L\). Barrier 1 separates A from the B to its right. Barrier 2 separates B from the next A. Let \(r_1,l_1\) be the rates of hopping right and left over barrier 1, and \(r_2,l_2\) those over barrier 2. Thus an ion on A leaves to the right at rate \(r_1\) and to the left at rate \(l_2\); an ion on B leaves to the right at rate \(r_2\) and to the left at rate \(l_1\).

The assumptions are:

1. The rates are constant in time, non-negative, and the same in every cell.
2. Hops are memoryless and reach nearest neighbours only.
3. The sum \(S=r_1+l_1+r_2+l_2\) is positive.

**Theorem.** From any starting distribution with a finite mean position, the mean velocity tends to
\[
v=L\,\frac{r_1r_2-l_1l_2}{S}. \tag{1}
\]
Its sign is the sign of \(r_1r_2-l_1l_2\).

## Two lemmas and the proof

**Lemma 1 (occupations).** Let \(p_A\) be the probability that the ion is on some A site, in whichever cell, and \(p_B=1-p_A\). Then \(p_A\) relaxes at the rate \(S\) to
\[
\bar p_A=\frac{l_1+r_2}{S},\qquad \bar p_B=\frac{r_1+l_2}{S}. \tag{2}
\]

*Proof.* Every hop from an A site ends on a B site, and the reverse. Counting losses and gains,
\[
\frac{dp_A}{dt}=-(r_1+l_2)p_A+(l_1+r_2)p_B .
\]
Inserting \(p_B=1-p_A\) collects all four rates in front of \(p_A\):
\[
\frac{dp_A}{dt}=(l_1+r_2)-S\,p_A .
\]
The right side vanishes at \(\bar p_A\), and the deviation obeys \(d(p_A-\bar p_A)/dt=-S(p_A-\bar p_A)\). Hence
\[
p_A(t)=\bar p_A+[p_A(0)-\bar p_A]e^{-St}. \qquad\blacksquare
\]

If all four rates are positive, the distribution over cells keeps spreading; what becomes steady is the division between the two kinds of site.

**Lemma 2 (mean velocity).** At every time
\[
\frac{d\langle x\rangle}{dt}=p_Aw_A+p_Bw_B, \tag{3}
\]
\[
w_A=b\,r_1-(L-b)\,l_2,\qquad w_B=(L-b)\,r_2-b\,l_1 .
\]

*Proof.* In a short time \(dt\), an ion on A moves by \(+b\) with probability \(r_1dt\) and by \(-(L-b)\) with probability \(l_2dt\). Its mean displacement is \(w_Adt\). An ion on B moves by \(L-b\) with probability \(r_2dt\) and by \(-b\) with probability \(l_1dt\), which gives \(w_Bdt\). Averaging over the two kinds of site gives (3). \(\blacksquare\)

*Proof of the theorem.* Group the terms of (3) by barrier instead of by site:
\[
\frac{d\langle x\rangle}{dt}=b\,(p_Ar_1-p_Bl_1)+(L-b)\,(p_Br_2-p_Al_2).
\]
The brackets are the net currents over barriers 1 and 2. With the steady occupations (2), the first is
\[
\frac{(l_1+r_2)r_1-(r_1+l_2)l_1}{S}=\frac{r_1r_2-l_1l_2}{S},
\]
because \(l_1r_1\) cancels. The second is
\[
\frac{(r_1+l_2)r_2-(l_1+r_2)l_2}{S}=\frac{r_1r_2-l_1l_2}{S},
\]
because \(l_2r_2\) cancels. Both equal the same current \(J\), so
\[
v=bJ+(L-b)J=LJ .
\]
This is (1). Since \(L\) and \(S\) are positive, the numerator fixes the sign. \(\blacksquare\)

**Remark (why products).** A hop over barrier 1 that is followed by a return over the same barrier brings no lasting displacement. To advance by a period the ion must cross both barriers to the right. A large \(r_1\) cannot make up for a vanishing \(r_2\): since \(r_1\le S\), (1) gives \(v\le Lr_2\). If either barrier is closed in both directions, both products vanish and so does \(v\).

A set of plain numbers shows the difference from the sum. Take \(r_1=5\), \(l_1=2\), \(r_2=0.2\), \(l_2=1\) per second and \(L=0.5\) nm. The forward sum, 5.2, exceeds the backward sum, 3.0. But the products are 1 and 2, and
\[
v=0.5\times\frac{1-2}{8.2}=-0.061\ \text{nm/s}.
\]

**Remark (the transient).** Site positions do matter before the occupations settle. Since \(\bar p_Aw_A+\bar p_Bw_B=v\), equation (3) can be written
\[
\frac{d\langle x\rangle}{dt}=v+[p_A(0)-\bar p_A](w_A-w_B)e^{-St}.
\]
Integration from 0 to \(t\) gives
\[
\langle x\rangle_t-\langle x\rangle_0=vt+[p_A(0)-\bar p_A](w_A-w_B)\frac{1-e^{-St}}{S}. \tag{4}
\]
The last term tends to a constant offset. If the ion starts with equal probability on A and B, and \(b=L/2\), the initial velocity is \(\tfrac12(w_A+w_B)=\tfrac L4(r_1+r_2-l_1-l_2)\). The comparison of sums therefore describes the first instant of that special start, and the comparison of products describes the steady drift.

## Spread about the mean

**Proposition.** At late times the variance of the position grows as \(2Dt\), with
\[
D=\frac{L^2(r_1r_2+l_1l_2)}{2S}-\frac{v^2}{S}. \tag{5}
\]

*Proof.* Start the ion on a given site. Let \(g_A\) and \(g_B\) be the sums of probability times \(e^{sx}\) over the A sites and the B sites. A hop of length \(d\) multiplies the weight by \(e^{sd}\), so
\[
\dot g_A=-(r_1+l_2)g_A+\left(l_1e^{-sb}+r_2e^{s(L-b)}\right)g_B,
\]
\[
\dot g_B=\left(r_1e^{sb}+l_2e^{-s(L-b)}\right)g_A-(l_1+r_2)g_B .
\]
Solutions proportional to \(e^{\lambda t}\) require
\[
(\lambda+r_1+l_2)(\lambda+l_1+r_2)=\left(l_1e^{-sb}+r_2e^{s(L-b)}\right)\left(r_1e^{sb}+l_2e^{-s(L-b)}\right).
\]
The right side multiplies out to \(l_1r_1+r_2l_2+r_1r_2e^{sL}+l_1l_2e^{-sL}\). The left side is \(\lambda^2+S\lambda+r_1l_1+r_1r_2+l_2l_1+l_2r_2\). After cancellation,
\[
\lambda^2+S\lambda=r_1r_2(e^{sL}-1)+l_1l_2(e^{-sL}-1). \tag{6}
\]
At \(s=0\) the roots are 0 and \(-S\). The root that starts from 0 governs late times, so \(\ln\langle e^{sx}\rangle\) becomes \(\lambda(s)t\) plus a term independent of time. Its first and second derivatives at \(s=0\) are the mean and the variance. Their growth rates are therefore \(\lambda'(0)\) and \(\lambda''(0)=2D\).

Differentiate (6) once and set \(s=\lambda=0\): \(S\lambda'(0)=L(r_1r_2-l_1l_2)\), which is (1) again. Differentiate twice:
\[
2\lambda'(0)^2+S\lambda''(0)=L^2(r_1r_2+l_1l_2).
\]
Solving for \(\lambda''(0)/2\) gives (5). \(\blacksquare\)

## Activated hops in a uniform field

So far the rates were arbitrary. Now let them come from thermal activation in an energy landscape. Atomic units are used in the algebra, so that the elementary charge is 1; \(\theta=k_BT\) is the thermal energy. An ion of charge \(z\) in a field \(E\) feels the force \(F=zE\), positive to the right, which adds \(-Fx\) to its energy. The sites have energies \(E_A,E_B\), and the saddles have energies \(E_1,E_2\) at positions \(x_1,x_2\). Each rate is an attempt frequency of the starting site times the Boltzmann factor of the barrier:
\[
r_1=\nu_Ae^{-(E_1-E_A-Fx_1)/\theta},\qquad
l_1=\nu_Be^{-[E_1-E_B+F(b-x_1)]/\theta},
\]
\[
r_2=\nu_Be^{-[E_2-E_B-F(x_2-b)]/\theta},\qquad
l_2=\nu_Ae^{-[E_2-E_A+F(L-x_2)]/\theta}.
\]

**Corollary.** With a single temperature,
\[
\frac{r_1r_2}{l_1l_2}=e^{FL/\theta}, \tag{7}
\]
and the ion drifts in the direction of the force.

*Proof.* Both products contain \(\nu_A\nu_B\) and the energy \(E_1+E_2-E_A-E_B\), which cancel in the ratio. The force terms in the exponent add to
\[
\frac F\theta\left[x_1+(x_2-b)+(b-x_1)+(L-x_2)\right]=\frac{FL}{\theta}.
\]
The ratio exceeds 1 for \(F>0\) and is less than 1 for \(F<0\). The theorem then gives the sign of \(v\). \(\blacksquare\)

Unequal barriers, unequal sites and off-centre saddles thus affect the speed but not the direction. At zero field they give no steady drift, however lopsided the cell.

**Weak field.** At \(F=0\) the two products have a common value \(R\), and \(S=S_0\). Then \(v=0\), and (5) gives \(D_0=L^2R/S_0\). To first order in \(F\), (7) gives \(r_1r_2-l_1l_2=R\,FL/\theta\). Hence
\[
v=\frac{L^2R}{S_0}\frac F\theta=\frac{zD_0}{\theta}E, \tag{8}
\]
the Einstein relation. If also the sites are equivalent, the zero-field rates are \(r_1=l_1=a\) and \(r_2=l_2=c\), and
\[
D_0=\frac{L^2ac}{2(a+c)},\qquad \frac1{D_0}=\frac2{L^2}\left(\frac1a+\frac1c\right).
\]
The barriers act like resistors in series: if one is much slower than the other, it controls the motion.

**Strong field.** If backward hops are negligible but the barriers still stand, (1) becomes \(v=Lr_1r_2/(r_1+r_2)\), or \(L/v=1/r_1+1/r_2\). The time per cell is the sum of the two mean waiting times. The example cell below does not reach this limit in practice: at 4 MV/cm, a rough breakdown field, \(l_1\) still equals \(r_2\), and the formula is 30% too high.

## The numerical example

The rates at the start belong to a model cell with \(L=0.5\) nm, \(b=0.2\) nm, and saddles at 0.10 and 0.35 nm. Relative to A, site B lies at 0.1 eV and the saddles at 1.0 and 1.2 eV. Both attempt frequencies are \(10^{13}\) per second, the charge is 2, the field 1 MV/cm and the temperature 800 K, so that \(\theta=0.0689\) eV. A field of 1 MV/cm is 0.1 V/nm, so \(F=0.2\) eV/nm.

The barrier for \(r_1\) is \(1.0-0.2\times0.10=0.98\) eV. Those for \(l_1\), \(r_2\) and \(l_2\) are 0.92, 1.07 and 1.23 eV. The large rate \(l_1\) has a simple origin: B is the higher site and saddle 1 the lower saddle, so the return to A meets the lowest of the four barriers. The height of B also keeps it sparsely occupied, with \(\bar p_A=0.72\) and \(\bar p_B=0.28\). Frequent returns from B are therefore weighted by a small occupation, which the sum of rates ignores.

The products are \(1.218\times10^{13}\) forward and \(2.855\times10^{12}\) backward, in s\(^{-2}\). The logarithm of their ratio is 1.45, equal to \(FL/\theta=0.100/0.0689\). With \(S=2.470\times10^7\) per second,
\[
v=0.5\times\frac{(12.18-2.85)\times10^{12}}{2.470\times10^7}
=1.89\times10^5\ \text{nm/s},
\]
or \(1.89\times10^6\) angstrom/s. The master equation solved on a long explicit chain with these rates gives the same velocity.

Before the steady state the backward rates can win. With equal initial occupations, (3) gives
\[
\tfrac12\left[0.2(6.70-16.00)+0.3(1.82-0.18)\right]\times10^6
\approx-6.8\times10^5\ \text{nm/s}.
\]
The ion first moves backward on average. This fades with the time constant \(1/S=40\) ns, and by (4) leaves an offset of about \(-0.035\) nm.

The weak-field law (8) predicts \(1.54\times10^5\) nm/s; the full result is 23% above that prediction. The excess can be traced. Write
\[
r_1r_2-l_1l_2=2\sqrt{r_1r_2l_1l_2}\,\sinh\frac{FL}{2\theta}.
\]
For these saddle positions \(x_1+x_2-b=L/2\), so the field factors in the two products are reciprocal and the square root keeps its zero-field value \(R\). The hyperbolic sine exceeds its linear term by a factor 1.09. The rest comes from the rate sum. From \(D_0=5.29\times10^4\) nm²/s one finds \(S_0=L^2R/D_0=2.79\times10^7\) per second, so \(S_0/S=1.13\). The product of the two factors is 1.23.

If barrier 1 is crossed much more often than barrier 2, \(S\) may be replaced by \(r_1+l_1\). Sites A and B then stay nearly balanced across barrier 1, while barrier 2 sets the pace. Here this gives \(2.05\times10^5\) nm/s, 9% above the full result, since \((r_2+l_2)/(r_1+l_1)=0.088\).

At the steady velocity a distance of 5 nm takes 26 µs. With \(D=7.46\times10^4\) nm²/s the spread in that time is \(\sqrt{2Dt}=2.0\) nm, 40% of the distance. Single ions thus differ widely, although the mean is well defined.

## When the force no longer fixes the sign

The theorem needs no common temperature; the corollary does. Suppose barrier 1 is crossed at thermal energy \(\theta_1\) and barrier 2 at \(\theta_2\), with the same attempt frequencies as before. With \(\Delta E=E_B-E_A\),
\[
\frac{r_1}{l_1}=\frac{\nu_A}{\nu_B}e^{(-\Delta E+Fb)/\theta_1},\qquad
\frac{r_2}{l_2}=\frac{\nu_B}{\nu_A}e^{[\Delta E+F(L-b)]/\theta_2}.
\]
Multiplication and a logarithm give
\[
\ln\frac{r_1r_2}{l_1l_2}=\Delta E\left(\frac1{\theta_2}-\frac1{\theta_1}\right)
+F\left(\frac b{\theta_1}+\frac{L-b}{\theta_2}\right). \tag{9}
\]
The first term survives at zero field. Let B be the higher site, so that \(\Delta E>0\). An ion moving right then climbs \(\Delta E\) with heat taken at barrier 1 and gives it back at barrier 2. If barrier 1 is hotter, this cycle carries heat from hot to cold and can drive the ion against a force.

Let barrier 1 be at 825 K and barrier 2 at 800 K, with the other parameters unchanged. The first term of (9) is 0.044. A field of \(-0.01\) MV/cm contributes \(-0.014\), so the sum is positive. The ion moves right at \(3.2\times10^3\) nm/s, against the force. It stalls at \(-0.031\) MV/cm, where (9) vanishes. The product rule holds throughout; the rule that the ion follows the force does not. This periodic temperature pattern is an illustration, not a model of the smooth heat profile in a device.

## Beside a real memory cell

The parameters lie in the rough regime of a doubly charged oxygen vacancy in a heated hafnium-oxide resistive memory. Reported barriers vary widely with charge state and structure, and 800 K stands for a strongly heated filament, not for the whole chip. The 26 µs for 5 nm is long beside the sub-microsecond pulses such cells can use; shorter paths, stronger fields, hotter filaments or lower barriers all shorten it. The barriers matter strongly: with both saddles 0.3 eV lower the speed rises by a factor of 78 and the time falls to 0.34 µs, so this comparison rests on the assumed barrier heights. In the model 50 K more, at fixed field, multiplies the speed by 2.5. At 358 K and the same field the speed falls to \(5.2\times10^{-4}\) nm/s.

Real devices break the assumption of a lone ion. At a rough density of \(10^{20}\) vacancies per cm³, evenly spread, the spacing is about 2 nm. With a relative permittivity of about 20, the pair energy is 0.13 eV, nearly twice \(\theta\), and one neighbour produces 0.31 MV/cm. Treated as uniform over the cell, this field changes the speed by a factor of about 1.4 or 0.6, depending on its direction. In a perfectly even array the fields of opposite neighbours cancel at a lattice point, so these factors gauge one unbalanced, unscreened neighbour, not a shift of the mean speed. Vacancies placed at random often have a nearer neighbour, at about 1.2 nm on average; its field is then as large as the applied one, and the lone-ion speed is no longer a guide. Repulsion at 800 K keeps mobile vacancies farther apart than random placement would, roughly 1.5 nm, where the field is still about 0.6 MV/cm. Such films are also often disordered, so one repeated cell cannot represent all paths; that effect is not sized here.

The other estimates, with the inputs assumed here, are smaller. An extra dipole of 0.1 e nm along the field at both saddles lowers every barrier by 0.01 eV. It multiplies all rates, and hence \(v\), by 1.16, and leaves the sign alone. The size of this dipole is assumed, and the field at the ion is taken equal to the applied field; in a strongly polarisable oxide the barrier lowering can be much larger, and that is not sized here. A Wigner estimate of tunnelling, with the attempt frequency standing in for the unknown frequency at the saddle, adds 1.5% at 800 K, and about 0.2% of the sites are blocked by other vacancies. The field is a quarter of a rough breakdown field of 4 MV/cm for a cool film; the margin at 800 K may be smaller and is not sized here.

## Calculated quantities

```
period L, site B position: 0.50, 0.20 nm
saddle positions 1, 2: 0.10, 0.35 nm
energies of B, saddle 1, saddle 2 above A: 0.1, 1.0, 1.2 eV
attempt frequency: 1.0e+13 1/s; ion charge: 2 e
field: 1.0 MV/cm; temperature: 800 K
thermal energy kT: 0.06894 eV
force times period F L: 0.100 eV
rate r1 (A to B, right): 6.7030e+06 1/s
rate l1 (B to A, left): 1.6005e+07 1/s
rate r2 (B to next A, right): 1.8168e+06 1/s
rate l2 (A to previous B, left): 1.7838e+05 1/s
rate sum S: 2.4703e+07 1/s
forward product r1 r2: 1.2178e+13 1/s^2
backward product l1 l2: 2.8549e+12 1/s^2
ln(r1 r2 / l1 l2): 1.4506
steady occupations of A, B: 0.7214, 0.2786
net current J: 3.7740e+05 cells/s
drift velocity, formula: 1.8870e+05 nm/s = 1.8870e+06 angstrom/s
drift velocity, explicit chain: 1.8870e+05 nm/s
drift velocity, only barrier 2 limiting: 2.0528e+05 nm/s
velocity by weak-field law at this field: 1.5351e+05 nm/s
mobility v/E at this field: 1.887e-08 cm2/Vs
weak-field mobility: 1.535e-08 cm2/Vs
diffusion coefficient, zero field: 5.2914e+04 nm2/s
diffusion coefficient, at field: 7.4625e+04 nm2/s
mean time to drift 5 nm: 2.650e-05 s
random spread in that time: 1.99 nm
relaxation time 1/S: 4.048e-08 s
counterexample rates r1, l1, r2, l2: [5.  2.  0.2 1. ] 1/s
counterexample velocity from chain, same L and b: -0.0610 nm/s
largest chain-formula gap in v/S, 13 rate sets: 2.2e-15 nm
two temperatures, barriers 1 and 2: 825, 800 K
velocity there at field -0.01 MV/cm: 3.229e+03 nm/s
stall field there: -0.0307 MV/cm
rough vacancy density: 1.0e+20 1/cm3; spacing: 2.15 nm
rough relative permittivity: 20
pair energy at that spacing: 0.134 eV
field of one neighbour: 0.310 MV/cm
speed factor, neighbour field added: 1.420
speed factor, neighbour field subtracted: 0.641
blocked sites (rough 50 anion sites/nm3): 0.20 %
field / rough breakdown field of 4 MV/cm: 0.25
tunnelling factor (Wigner) at 800 K: 1.0150
tunnelling factor (Wigner) at 358 K: 1.0749
largest barrier change by moving extrema: 1.31e-04 eV
speed factor, extra saddle dipole 0.1 e nm: 1.156
speed factor, 50 K hotter: 2.485
speed at 358 K, same field: 5.164e-04 nm/s
```
